One-centre Gaussian repulsion integrals from Gaunt coefficients and closed Slater integrals

**1. Four s functions**

Place two spherical charge densities, exp(−βr²) and exp(−ηr²), on the same centre. Their repulsion needs 1/r₁₂ averaged over the angle ω between r₁ and r₂. With x = cos ω,

½ ∫₋₁¹ dx / √(r₁² + r₂² − 2r₁r₂x) = [(r₁ + r₂) − |r₁ − r₂|] / (2r₁r₂) = 1/r_>,

where r_> is the larger radius and r_< the smaller. A spherical shell therefore acts on a charge outside it as if it were concentrated at the centre. The two remaining solid angles give a factor 4π each, so the repulsion is 16π² I, and the radial integral left to do is

I = ∫₀^∞ dr₁ ∫₀^∞ dr₂ r₁² r₂² exp(−βr₁² − ηr₂²) / r_>.

Where r₁ > r₂, integrate over the outer radius r₁ first. One of its two powers is cancelled by 1/r₁, so the integral is elementary:

∫_{r₂}^∞ r₁ exp(−βr₁²) dr₁ = exp(−βr₂²)/(2β).

The remaining integral is ∫₀^∞ r² exp[−(β+η)r²] dr = √π/[4(β+η)^{3/2}]. The region r₂ > r₁ gives the same with β and η exchanged, so

I = √π/[8(β+η)^{3/2}] · (1/β + 1/η) = √π/[8βη√(β+η)].

The integral over the outer radius needed no error function, because that variable carries an odd power. The same happens for every angular momentum, since the angular selection rules keep the outer power odd (section 5).

**2. Functions and conventions**

Atomic units are used: lengths in bohr, exponents in bohr⁻², energies in hartree. All functions share one centre and have real, positive exponents:

χ_a = N_a r^{l_a} exp(−α_a r²) Y_a, where Y_a means Y_{l_a m_a}.

The spherical harmonics are Y_lm = Θ_lm(x) e^{imφ}, now with x = cos θ. For m ≥ 0,

Θ_lm = √{(2l+1)(l−m)!/[4π(l+m)!]} (−1)^m (1−x²)^{m/2} d^m P_l/dx^m,

and Y_{l,−m} = (−1)^m Y_lm*. The factor (−1)^m is the Condon–Shortley phase.

The substitution u = λr² gives, for λ > 0 and integer n ≥ 0,

∫₀^∞ r^{2n+2} exp(−λr²) dr = Γ(n+3/2)/(2λ^{n+3/2}).   (1)

Setting n = l and λ = 2α in the condition N² ∫ r^{2l+2} exp(−2αr²) dr = 1 yields

N² = 2(2α)^{l+3/2}/Γ(l+3/2).   (2)

The repulsion integral has functions a and b on electron 1, c and d on electron 2:

(ab|cd) = ∫∫ χ_a*(1) χ_b(1) (1/r₁₂) χ_c*(2) χ_d(2) d³r₁ d³r₂.

**3. Separating the angles**

Let h = r_</r_> < 1. The Legendre polynomials are defined by the generating function

1/√(1 − 2h cos ω + h²) = Σ_k h^k P_k(cos ω),

so 1/r₁₂ = Σ_k (r_<^k/r_>^{k+1}) P_k(cos ω). To split P_k into factors for the two electrons, consider

S = Σ_q Y_kq(1) Y_kq*(2), with q = −k, …, k.

A rotation mixes the Y_kq of fixed k among themselves, because the functions r^k Y_kq span the homogeneous polynomials of degree k with zero Laplacian, and a rotation maps that set onto itself. The mixing matrix is unitary, because the rotation preserves overlaps on the sphere. Hence S is unchanged when both directions are rotated together. Turn direction 2 onto the z axis. There the harmonics with q ≠ 0 vanish, and Y_k0 = √[(2k+1)/4π], since P_k(1) = 1. Direction 1 then has polar angle ω, and

S = (2k+1)/(4π) · P_k(cos ω).

Therefore

1/r₁₂ = Σ_k [4π/(2k+1)] (r_<^k/r_>^{k+1}) Σ_q Y_kq(1) Y_kq*(2).   (3)

The Cauchy–Schwarz inequality applied to S gives |P_k| ≤ 1. At fixed unequal radii the series thus converges uniformly in the angles and may be integrated term by term. Equal radii form a set of measure zero.

Define the scaled Gaunt coefficient

c^k(a,b) = √[4π/(2k+1)] ∫ Y_a* Y_kq Y_b dΩ, q = m_a − m_b,   (4)

and set it to zero if |q| > k. The azimuthal integral over exp[i(−m_a + q + m_b)φ] vanishes for any other q. For this q the phases cancel, so c^k is real.

For electron 2 the harmonic is conjugated:

∫ Y_c* Y_kq* Y_d dΩ = [∫ Y_d* Y_kq Y_c dΩ]* = √[(2k+1)/4π] c^k(d,c),

with q = m_d − m_c. Note the order (d,c). The two factors √[(2k+1)/4π] cancel the 4π/(2k+1) of equation (3), which leaves

(ab|cd) = δ(m_a+m_c, m_b+m_d) Σ_k c^k(a,b) c^k(d,c) R^k(ab,cd),   (5)

R^k = ∫∫ R_a(r₁)R_b(r₁) (r_<^k/r_>^{k+1}) R_c(r₂)R_d(r₂) r₁² r₂² dr₁ dr₂,   (6)

where R_a = N_a r^{l_a} exp(−α_a r²). The delta expresses conservation of the total angular momentum about z.

If (c,d) is written for (d,c), a sign can be lost. Conjugating the real integral c^k(c,d) and using Y_{k,−q} = (−1)^q Y_kq* gives

c^k(c,d) = (−1)^{m_c−m_d} c^k(d,c).

The two orders differ in sign when m_c − m_d is odd and the coefficient is nonzero.

**4. Which k contribute**

Under inversion Y_lm acquires the factor (−1)^l. The integral in (4) vanishes unless l_a + l_b + k is even.

There is also a triangle rule. Let H be a homogeneous polynomial of degree k with ∇²H = 0, and W any homogeneous polynomial of degree d < k. On the unit sphere S their radial derivatives are kH and dW. Green's theorem in the unit ball B gives

(k − d) ∫_S H W dΩ = ∫_B (W∇²H − H∇²W) d³r = −∫_B H∇²W d³r.

If d is 0 or 1, ∇²W = 0 and the surface integral vanishes. For larger d, ∇²W is homogeneous of degree d − 2, and the radial part of the ball integral can be done:

∫_B H∇²W d³r = [1/(k+d+1)] ∫_S H∇²W dΩ.

The right side is a surface integral of the same kind with d lowered by two. By induction it is zero, so ∫_S H W dΩ = 0 for every d < k.

Take H = r^k Y_kq and W = r^{l_a+l_b} Y_a* Y_b, which is a polynomial because each r^l Y_lm is one. The coefficient vanishes if k > l_a + l_b. Giving the role of H to r^{l_a}Y_a* or to r^{l_b}Y_b shows that it also vanishes if l_a > k + l_b or l_b > k + l_a. Hence

|l_a − l_b| ≤ k ≤ l_a + l_b, with l_a + l_b + k even,

and likewise for c and d. For every k that survives both conditions there are non-negative integers s and t such that

l_a + l_b = k + 2s, l_c + l_d = k + 2t.   (7)

**5. The radial integral**

Write β = α_a + α_b, η = α_c + α_d and σ = β + η. Leave out the normalisation factors for now, and call A the part of (6) from r₁ > r₂. There the kernel is r₂^k/r₁^{k+1}. The power of r₁ is 2 + (k+2s) − (k+1) = 2s + 1, and that of r₂ is 2 + (k+2t) + k = 2k + 2t + 2:

A = ∫₀^∞ dr₂ r₂^{2k+2t+2} exp(−ηr₂²) J_s(r₂), J_s(r) = ∫_r^∞ x^{2s+1} exp(−βx²) dx.

Since x exp(−βx²) is the derivative of −exp(−βx²)/(2β), partial integration gives

J_s = r^{2s} exp(−βr²)/(2β) + (s/β) J_{s−1}, J₀ = exp(−βr²)/(2β).

The solution is

J_s = [s!/(2β^{s+1})] exp(−βr²) Σ_{j=0}^{s} (βr²)^j/j!.

Indeed, its term j = s is the boundary term r^{2s} exp(−βr²)/(2β), and its other terms are (s/β)J_{s−1}. Insert J_s into A and apply (1) with n = k + t + j and λ = σ:

A = [s!/(4β^{s+1})] Σ_{j=0}^{s} (β^j/j!) Γ(k+t+j+3/2)/σ^{k+t+j+3/2}.   (8)

In the region r₂ > r₁ the two electrons exchange roles. Exchanging s with t and β with η gives

B = [t!/(4η^{t+1})] Σ_{j=0}^{t} (η^j/j!) Γ(k+s+j+3/2)/σ^{k+s+j+3/2}.   (9)

The Slater integral is

R^k = N_a N_b N_c N_d (A + B).   (10)

With k = s = t = 0 the sum A + B is the integral I of section 1.

All terms in (8) and (9) are positive, so the sums involve no cancellation. In (8), term j+1 follows from term j on multiplication by

(β/σ)(k+t+j+3/2)/(j+1).   (11)

One gamma function therefore suffices for each region. For B, use η/σ and s in place of β/σ and t.

Two properties help to check an implementation. If all exponents are multiplied by λ², substituting r → r/λ in (6) multiplies R^k by λ: a more compact charge repels itself more strongly.

Secondly, let c = d and let η grow at fixed β. For k = 0 the squared norm of c without its prefactor is Γ(t+3/2)/(2η^{t+3/2}). Divided by this, the j = 0 term of A tends to s!/(2β^{s+1}). The other terms of A are smaller by powers of β/η, and B is smaller by a factor of order (β/η)^{s+1}. The limit is ∫₀^∞ r^{2s+1} exp(−βr²) dr, which, multiplied by N_aN_b, is the monopole potential energy of density ab in the field of a unit point charge at the centre. For a p function of exponent 1.0 bohr⁻² the integral is 0.125 bohr⁴, and N_p² times it is 1.0638 hartree.

Equations (8) and (9) require (7). For a k of the wrong parity the outer power is even, and the finite sum for J_s does not apply. Such k are not needed here. Functions on different centres are outside the derivation. About a common origin an off-centre Gaussian is not one radial function times one harmonic but an infinite sum of partial waves, so the sum over k does not terminate and (8) and (9) do not apply.

**6. Implementation**

The Gaunt coefficients depend on no exponent and can be tabulated once. After the azimuthal integration,

c^k(a,b) = 2π √[4π/(2k+1)] ∫₋₁¹ Θ_a Θ_kq Θ_b dx.

For a negative index, the rule Y_{l,−m} = (−1)^m Y_lm* of section 2 gives Θ_{l,−m} = (−1)^m Θ_lm, and this sign must be kept. The half-integer powers of 1 − x² combine to a whole power, since |m_a| + |m_b| + |m_a − m_b| is even. The integrand is a polynomial of degree at most l_a + l_b + k ≤ 2(l_a+l_b). Gauss–Legendre quadrature with n nodes integrates degree 2n − 1, so l_a + l_b + 1 nodes suffice, apart from rounding.

R^k depends on the shells but not on the m values. For each quartet of shells, compute one R^k for each allowed k and combine it with the tabulated coefficients in (5).

For contracted functions, expand each radial function in normalised primitives. R^k is linear in each of the four, so it becomes the sum of primitive R^k weighted by products of the four contraction coefficients. Tabulated coefficients do not always give a normalised contraction, so compute the norm of each contracted function from (1) and divide the function by it. Coefficients of mixed sign can cause cancellation.

Real harmonics are unitary combinations within a shell, χ_i = Σ_m U_im χ_m. The integral transforms with U* for the first and third functions and U for the second and fourth. For the p shell,

z = Y₁₀, x = (Y₁,₋₁ − Y₁₁)/√2, y = i(Y₁,₋₁ + Y₁₁)/√2,

where the letters stand for normalised angular functions.

**7. A p shell by hand**

Let all four functions be p functions of exponent α. Then β = η = 2α, σ = 2β, and (2) gives N⁴ = 4β⁵/Γ(5/2)². The allowed values are k = 0 and 2. For two shells one writes F^k = R^k(aa,bb).

For k = 0, s = t = 1. The ratio (11) is ½ · 5/2 = 5/4, so

A = B = [1/(4β²)] [Γ(5/2)/(2β)^{5/2}] (1 + 5/4),

F⁰ = N⁴ · 2A = (9/2)√β/[2^{5/2} Γ(5/2)] = (3/2)√(α/π),

using Γ(5/2) = 3√π/4. For k = 2, s = t = 0, and Γ(7/2) = (5/2)Γ(5/2):

A = B = Γ(7/2)/[4β(2β)^{7/2}],

F² = 5√β/[2^{7/2} Γ(5/2)] = (5/6)√(α/π).

For α = 1.0 bohr⁻² these are F⁰ = 0.84628 and F² = 0.47016 hartree.

The angular factors follow from (4). With P₂ = (3x² − 1)/2, ∫₋₁¹ x²P₂ dx = 4/15 and ∫₋₁¹ P₂ dx = 0, so

c²(p0,p0) = (3/2) ∫ x²P₂ dx = 2/5,

c²(p1,p1) = (3/4) ∫ (1−x²)P₂ dx = −1/5.

For c²(p1,p−1), q = 2 and Y₂₂ = √(15/32π) sin²θ e^{2iφ}. The minus sign below comes from Y₁₁:

c²(p1,p−1) = −√(3/8) · (3/4) ∫ (1−x²)² dx = −√(3/8) · 4/5 = −√6/5.

Reversing all m values leaves these coefficients unchanged: by (4) the sign is (−1)^{m_a+q+m_b} = (−1)^{2m_a} = 1.

The product zz needs only c²(p0,p0), hence

(zz|zz) = F⁰ + (4/25)F² = 0.84628 + 0.07523 = 0.92151 hartree, or 25.08 eV.

For x and y, label m = ±1 by its sign. In x*x the pairs (−,−) and (+,+) have weight ½, and (−,+) and (+,−) have weight −½. In y*y all four weights are ½. At k = 2 the diagonal pairs contribute (−1/5)² = 1/25. The delta in (5) joins (−,+) on one electron to (+,−) on the other, and the two such terms give 2(−¼)(6/25) = −3/25. Thus

(xx|yy) = F⁰ − (2/25)F² = 0.80867 hartree.

In x*y the weights are i/2 for (−,−) and (−,+), and −i/2 for (+,−) and (+,+). The diagonal pairs cancel at both k. The off-diagonal terms give 2(i/2)(−i/2)(6/25) = 3/25:

(xy|xy) = (3/25)F² = 0.05642 hartree.

The monopole part F⁰ does not distinguish orientations. The quadrupole part raises the repulsion of two electrons in the same lobes and lowers it for perpendicular ones.

**8. Unequal exponents: p and d**

Keep the p exponent 1.0 and take 0.6 bohr⁻² for d. These are model values. Equation (2) gives N_p = 2.91732 bohr^(−5/2) and N_d = 1.06732 bohr^(−7/2). Write d0 for the d function with m = 0.

In the Coulomb integral (zz|d0d0), β = 2.0, η = 1.2 and σ = 3.2. For k = 0, s = 1 and t = 2:

A = (1/16) [Γ(7/2)/3.2^{7/2}] (1 + 35/16) = 0.011295 bohr¹¹,

B = [2/(4·1.2³)] [Γ(5/2)/3.2^{5/2}] (1 + 15/16 + 315/512) = 0.053604 bohr¹¹.

For k = 2, s = 0 and t = 1:

A = (1/8) Γ(9/2)/3.2^{9/2} = 0.007751 bohr¹¹,

B = [1/(4·1.2²)] [Γ(7/2)/3.2^{7/2}] (1 + 21/16) = 0.022762 bohr¹¹.

Multiplying each sum A + B by N_p²N_d² gives F⁰ = 0.62920 and F² = 0.29583 hartree. At k = 0, B supplies about 83 % of the total: most of the repulsion comes from configurations with the d electron outside the p electron.

If all m are zero, (4) reduces to

c^k(l0,l′0) = ½√[(2l+1)(2l′+1)] ∫₋₁¹ P_l P_k P_l′ dx.

Expanding P₂³ gives ∫ P₂³ dx = 4/35, so c²(d0,d0) = (5/2)(4/35) = 2/7. With c²(p0,p0) = 2/5,

(zz|d0d0) = F⁰ + (4/35)F² = 0.62920 + 0.03381 = 0.66301 hartree, or 18.04 eV.

In the exchange integral (z d0|z d0) each electron carries the product of a p and a d function. Now β = η = 1.6, the allowed k are 1 and 3, and one writes G^k = R^k(pd,pd). For k = 1, s = t = 1; for k = 3, s = t = 0:

G¹ = 2N_p²N_d² · [1/(4·1.6²)] [Γ(7/2)/3.2^{7/2}] (1 + 7/4) = 0.29524 hartree,

G³ = 2N_p²N_d² · [1/(4·1.6)] Γ(9/2)/3.2^{9/2} = 0.18788 hartree.

For the angular factors, P₁ = x gives c¹(p0,d0) = (√15/2)(4/15) = 2/√15. Since xP₂ = (3/5)P₃ + (2/5)P₁ and ∫ P₃² dx = 2/7, c³(p0,d0) = (√15/2)(6/35) = 3√15/35. Their squares are 4/15 and 27/245, so

(z d0|z d0) = (4/15)G¹ + (27/245)G³ = 0.07873 + 0.02070 = 0.09943 hartree, or 2.71 eV.

The product of a p and a d function has no monopole, because k = 0 violates the triangle rule. The exchange integral is thus the self-repulsion of a density with zero net charge, and here it is much smaller than the Coulomb integral.

The numerical check compares A and B separately with radial quadrature for 15 radial integrals, and all integrals over the real functions of one s, p, d and f shell with those of an independent integral code.

Numbers as computed

```
exponent s = 1.5 bohr^-2
exponent p = 1.0 bohr^-2
exponent d = 0.6 bohr^-2
exponent f = 0.9 bohr^-2
N_p = 2.91732217 bohr^(-5/2)
N_d = 1.06731859 bohr^(-7/2)
1/r12 at test points: direct 0.8039312708 bohr^-1
1/r12 at test points: series 0.8039312708 bohr^-1
c^2(p0,p0) = 0.40000000 (dimensionless)
c^2(p1,p1) = -0.20000000 (dimensionless)
c^2(p1,p-1) = -0.48989795 (dimensionless)
c^2(d0,d0) = 0.28571429 (dimensionless)
c^1(p0,d0) = 0.51639778 (dimensionless)
c^3(p0,d0) = 0.33197000 (dimensionless)
p shell F^0 = 0.84628438 hartree
p shell F^2 = 0.47015799 hartree
(zz|zz) = 0.92150965 hartree
(xx|yy) = 0.80867174 hartree
(xy|xy) = 0.05641896 hartree
(zz|zz) converted = 25.07556 eV
p-d Coulomb k=0: A = 0.01129488 bohr^11
p-d Coulomb k=0: B = 0.05360350 bohr^11
p-d Coulomb k=2: A = 0.00775139 bohr^11
p-d Coulomb k=2: B = 0.02276201 bohr^11
p-d F^0 = 0.62920297 hartree
p-d F^2 = 0.29583355 hartree
(zz|d0d0) = 0.66301252 hartree
(zz|d0d0) converted = 18.04149 eV
p-d G^1 = 0.29523711 hartree
p-d G^3 = 0.18787816 hartree
(z d0|z d0) = 0.09943484 hartree
(z d0|z d0) converted = 2.70576 eV
radial integrals checked by quadrature = 15 (count)
largest radial deviation = 9.9e-15 hartree
tensor elements compared = 65536 (count)
largest tensor deviation = 1.6e-14 hartree
```
